# Transmission past one shifted site in a tight-binding chain: a numerical check

```python
"""
Result under test: an infinite tight-binding chain with hopping -t and
on-site energy 0, except for energy U on site 0, transmits a wave of
wave number k with probability
    T = 1 / (1 + x^2),   x = U / (2 t sin(ka)),   E = -2 t cos(ka).
Symbols: a = site spacing, tau = transmitted amplitude, r = reflected
amplitude. Energies in hartree, hbar = e = 1, times in hbar/hartree.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

t = 0.05
U = 0.06
ka = np.pi / 3


def x_ratio(q, shift=U):
    return shift / (2 * t * np.sin(q))


def T_formula(q, shift=U):
    return 1 / (1 + x_ratio(q, shift) ** 2)


def T_energy(E, shift=U):
    band = 4 * t**2 - E**2
    return band / (band + shift**2)


def scatter_by_recursion(q, shift):
    """Iterate the site equations leftward from a pure outgoing wave."""
    E = -2 * t * np.cos(q)
    psi = {5: np.exp(5j * q), 4: np.exp(4j * q)}
    for n in range(4, -5, -1):
        onsite = shift if n == 0 else 0.0
        psi[n - 1] = (onsite - E) * psi[n] / t - psi[n + 1]
    waves = np.array([[np.exp(1j * q * n), np.exp(-1j * q * n)]
                      for n in (-5, -4)])
    incoming, reflected = np.linalg.solve(
        waves, np.array([psi[-5], psi[-4]]))
    return 1 / incoming, reflected / incoming


# Test 1: complex amplitudes, both signs of U, across the band
for q in np.linspace(0.1, 3.0, 30):
    for shift in (-0.2, -U, 0.01, U, 0.3):
        tau_n, r_n = scatter_by_recursion(q, shift)
        x = x_ratio(q, shift)
        assert abs(tau_n - 1 / (1 + 1j * x)) < 1e-9
        assert abs(r_n + 1j * x / (1 + 1j * x)) < 1e-9
        assert abs(abs(tau_n) ** 2 - T_formula(q, shift)) < 1e-9
        assert abs(abs(tau_n) ** 2 + abs(r_n) ** 2 - 1) < 1e-9

# Finite chain with hard ends: sites -M..M, shifted site in the middle
M = 400
sites = np.arange(-M, M + 1)
onsite_energies = np.where(sites == 0, U, 0.0)
levels, modes = eigh_tridiagonal(onsite_energies, -t * np.ones(2 * M))

# Test 2: even levels fix the phase shift delta, and T = cos(delta)^2
is_even = np.sum(modes * modes[::-1], axis=0) > 0
in_band = np.abs(levels) < 2 * t
even_levels = levels[is_even & in_band]
q_levels = np.arccos(-even_levels / (2 * t))
delta = np.pi / 2 - q_levels * (M + 1)
box_error = np.max(np.abs(np.cos(delta) ** 2 - T_energy(even_levels)))
assert len(even_levels) >= M - 1
assert box_error < 1e-7  # arccos amplifies rounding near band edges

# Test 3: transmitted probability of a moving wave packet
width, start = 25.0, -200
packet = np.exp(-(sites - start) ** 2 / (4 * width**2) + 1j * ka * sites)
packet /= np.linalg.norm(packet)
flight_time = 2 * abs(start) / (2 * t * np.sin(ka))
final = modes @ (np.exp(-1j * levels * flight_time) * (modes.T @ packet))
packet_T = np.sum(np.abs(final[sites > 0]) ** 2)
spread = 1 / (2 * width)
q_grid = np.linspace(ka - 8 * spread, ka + 8 * spread, 2001)
weight = np.exp(-(q_grid - ka) ** 2 / (2 * spread**2))
packet_T_expected = np.sum(weight * T_formula(q_grid)) / np.sum(weight)
assert abs(packet_T - packet_T_expected) < 1e-5

# Test 4: join two half chains filled to different levels; the current
# that settles must equal the Landauer integral (two spins)
n_left, n_right = 150, 130
_, half_modes = eigh_tridiagonal(np.zeros(M), -t * np.ones(M - 1))
occupied = np.zeros((2 * M + 1, n_left + n_right))
occupied[:M, :n_left] = half_modes[:, :n_left]
occupied[M + 1:, n_left:] = half_modes[:, :n_right]
overlaps = (modes.T @ occupied).astype(complex)
bond = modes[M + 1:M + 3]  # sites 1 and 2, right of the shifted site
currents = []
for time in np.linspace(200 / t, 360 / t, 401):
    amp = (bond * np.exp(-1j * levels * time)) @ overlaps
    currents.append(2 * 2 * t * np.sum(np.conj(amp[0]) * amp[1]).imag)
current = np.mean(currents)
# the Fermi wave number lies halfway between last filled and first empty
mu_left = -2 * t * np.cos(np.pi * (n_left + 0.5) / (M + 1))
mu_right = -2 * t * np.cos(np.pi * (n_right + 0.5) / (M + 1))
landauer = quad(T_energy, mu_right, mu_left)[0] / np.pi
clean_current = (mu_left - mu_right) / np.pi
# finite-time ripples remain after averaging, hence one per cent
assert abs(current / landauer - 1) < 0.01

# Worked example
G0 = physical_constants["conductance quantum"][0]
hartree_eV = physical_constants["Hartree energy in eV"][0]
tau, r = scatter_by_recursion(ka, U)
x = x_ratio(ka)
T = T_formula(ka)
print(f"hopping t = {t:.3f} hartree = {t * hartree_eV:.4f} eV")
print(f"site shift U = {U:.3f} hartree = {U * hartree_eV:.4f} eV")
print(f"ka = {ka:.6f} rad, sin(ka) = {np.sin(ka):.6f}")
print(f"energy E = {-2 * t * np.cos(ka):.6f} hartree")
print(f"2 t sin(ka) = {2 * t * np.sin(ka):.6f} hartree")
print(f"x = {x:.6f}, x^2 = {x**2:.6f} (no unit)")
print(f"tau from recursion = {tau.real:.6f} {tau.imag:+.6f} i")
print(f"r from recursion = {r.real:.6f} {r.imag:+.6f} i")
print(f"T from formula = {T:.6f}")
print(f"T from recursion = {abs(tau)**2:.6f}")
print(f"R from recursion = {abs(r)**2:.6f}")
print(f"conductance quantum 2e^2/h = {G0 * 1e6:.4f} microsiemens")
print(f"conductance G = {G0 * T * 1e6:.4f} microsiemens")
print(f"clean-chain resistance = {1e-3 / G0:.4f} kilo-ohm")
print(f"two-terminal resistance = {1e-3 / (G0 * T):.4f} kilo-ohm")
print(f"added resistance = {1e-3 * (1 / (G0 * T) - 1 / G0):.4f} kilo-ohm")
print("T across the band, same t and U (formula, recursion):")
for twelfths in (1, 2, 4, 6, 8, 10, 11):
    q = np.pi * twelfths / 12
    T_rec = abs(scatter_by_recursion(q, U)[0]) ** 2
    print(f"  ka = {twelfths:2d} pi/12: {T_formula(q):.6f}, {T_rec:.6f}")
print(f"finite chain: {2 * M + 1} sites")
print(f"even band levels compared: {len(even_levels)}")
print(f"largest error in T from levels = {box_error:.1e}")
print(f"packet width (standard deviation) = {width:.0f} sites")
print(f"packet: probability beyond site 0 = {packet_T:.6f}")
print(f"packet: formula averaged over k = {packet_T_expected:.6f}")
print(f"electrons per spin, left and right: {n_left}, {n_right}")
print(f"left chemical potential = {mu_left:.6f} hartree")
print(f"right chemical potential = {mu_right:.6f} hartree")
print(f"settled current = {current:.4e} atomic units")
print(f"Landauer integral = {landauer:.4e} atomic units")
print(f"Landauer current for U = 0: {clean_current:.4e} atomic units")
print("checks complete")
```

Output:

```
hopping t = 0.050 hartree = 1.3606 eV
site shift U = 0.060 hartree = 1.6327 eV
ka = 1.047198 rad, sin(ka) = 0.866025
energy E = -0.050000 hartree
2 t sin(ka) = 0.086603 hartree
x = 0.692820, x^2 = 0.480000 (no unit)
tau from recursion = 0.675676 -0.468122 i
r from recursion = -0.324324 -0.468122 i
T from formula = 0.675676
T from recursion = 0.675676
R from recursion = 0.324324
conductance quantum 2e^2/h = 77.4809 microsiemens
conductance G = 52.3520 microsiemens
clean-chain resistance = 12.9064 kilo-ohm
two-terminal resistance = 19.1015 kilo-ohm
added resistance = 6.1951 kilo-ohm
T across the band, same t and U (formula, recursion):
  ka =  1 pi/12: 0.156884, 0.156884
  ka =  2 pi/12: 0.409836, 0.409836
  ka =  4 pi/12: 0.675676, 0.675676
  ka =  6 pi/12: 0.735294, 0.735294
  ka =  8 pi/12: 0.675676, 0.675676
  ka = 10 pi/12: 0.409836, 0.409836
  ka = 11 pi/12: 0.156884, 0.156884
finite chain: 801 sites
even band levels compared: 400
largest error in T from levels = 4.3e-13
packet width (standard deviation) = 25 sites
packet: probability beyond site 0 = 0.675538
packet: formula averaged over k = 0.675538
electrons per spin, left and right: 150, 130
left chemical potential = -0.038178 hartree
right chemical potential = -0.052133 hartree
settled current = 3.0554e-03 atomic units
Landauer integral = 3.0555e-03 atomic units
Landauer current for U = 0: 4.4420e-03 atomic units
checks complete
```
